# Equivalent Peak Time of a Spike Anneal with Linear Ramps: a numerical check

```python
"""Equivalent peak time of a spike anneal with linear heating and cooling.

Result under test: for diffusivity D = D0 exp(-Ea/(k T)), the time at the peak
temperature Tp that gives the same integrated diffusivity as the whole cycle is
    t_eq = W (1/h + 1/c),  W = Tp exp(x) E2(x),  x = Ea/(k Tp),
for ramps that start far below the peak. The linearised estimate
W_lin = k Tp^2/Ea is an upper bound.
Symbols: Ea activation energy, k Boltzmann constant, h heating rate,
c cooling rate, E2 exponential integral of order two, T0 start temperature.
"""
import math
import numpy as np
from scipy.constants import physical_constants
from scipy.integrate import quad
from scipy.linalg import solve_banded
from scipy.special import expn

K_B = physical_constants["Boltzmann constant in eV/K"][0]
energy = 3.5          # eV
peak = 1323.0         # K
heating = 250.0       # K/s
cooling = 100.0       # K/s
start = 873.0         # K
prefactor = 1.0e14    # nm^2/s, round model value
sigma_start = 5.0     # nm, round model value
soak = 10.0           # s


def temperature(t, t_peak):
    """Temperature of the cycle, with the peak reached at t_peak."""
    if t < t_peak:
        return start + heating * t
    return peak - cooling * (t - t_peak)


def relative_diffusivity(temp, ea):
    return math.exp(-ea / K_B * (1.0 / temp - 1.0 / peak))


def times_by_quadrature(ea, lowest=start):
    """Heating and cooling parts, integrated over time from the definition."""
    t_peak = (peak - start) / heating
    t_first = (lowest - start) / heating
    t_last = t_peak + (peak - lowest) / cooling

    def integrand(t):
        return relative_diffusivity(temperature(t, t_peak), ea)

    options = dict(epsabs=1e-13, epsrel=1e-11, limit=300)
    up = quad(integrand, t_first, t_peak, **options)[0]
    down = quad(integrand, t_peak, t_last, **options)[0]
    return up, down


def width_formula(ea, lowest=None):
    """Temperature width W; lowest=None means ramps from far below the peak."""
    x_peak = ea / (K_B * peak)
    width = peak * math.exp(x_peak) * expn(2, x_peak)
    if lowest is not None:
        x_low = ea / (K_B * lowest)
        width -= lowest * math.exp(x_peak) * expn(2, x_low)
    return width


rate_sum = 1.0 / heating + 1.0 / cooling
x = energy / (K_B * peak)
width_linear = K_B * peak**2 / energy
time_linear = width_linear * rate_sum
width_full = width_formula(energy)
time_full = width_full * rate_sum

# Definition integrated over time against the exponential-integral formula.
time_up, time_down = times_by_quadrature(energy)
time_numeric = time_up + time_down
assert abs(time_numeric / (width_formula(energy, start) * rate_sum) - 1) < 1e-8
assert abs(time_numeric / time_full - 1) < 1e-6
assert abs(time_up / time_down - cooling / heating) < 1e-8

# The two values, rounded to two decimals, are different.
assert round(time_linear, 2) == 0.60
assert round(time_numeric, 2) == 0.57

# The linearised time is an upper bound, with relative error tending to 2/x.
for trial_energy in (1.0, 2.0, 3.5, 5.0, 35.0):
    numeric = sum(times_by_quadrature(trial_energy))
    linear = K_B * peak**2 / trial_energy * rate_sum
    assert numeric < linear
    if trial_energy >= 3.5:
        trial_x = trial_energy / (K_B * peak)
        scaled_error = (1 - numeric / linear) * trial_x
        assert abs(scaled_error - 2) < 7 / trial_x

# Partial sums of the series enclose the time found by quadrature.
partial_times = []
series_sum = 0.0
for n in range(4):
    series_sum += (-1)**n * math.factorial(n + 1) / x**n
    partial_times.append(time_linear * series_sum)
for n, value in enumerate(partial_times):
    assert (value > time_numeric) if n % 2 == 0 else (value < time_numeric)
assert round(partial_times[2], 2) == round(partial_times[3], 2) == 0.57

# Share of the equivalent time that comes from the top 100 K.
top_range = 100.0
top_numeric = sum(times_by_quadrature(energy, peak - top_range))
top_share = top_numeric / time_numeric
top_formula = width_formula(energy, peak - top_range) / width_full
assert abs(top_share - top_formula) < 1e-6
assert top_share > 0.9

# A soak at the start temperature is negligible.
suppression = relative_diffusivity(start, energy)
soak_time = soak * suppression
assert soak_time < 1e-4 * time_numeric

# Diffusion equation solved through the whole cycle (Crank-Nicolson).
spacing = 0.25        # nm
depth = np.arange(-60.0, 60.0 + spacing / 2, spacing)
step = 0.005          # s
t_peak = (peak - start) / heating
duration = t_peak + (peak - start) / cooling
profile = np.exp(-depth**2 / (2 * sigma_start**2))
profile /= profile.sum() * spacing
for i in range(int(round(duration / step))):
    temp = temperature((i + 0.5) * step, t_peak)
    diffusivity = prefactor * math.exp(-energy / (K_B * temp))
    a = diffusivity * step / (2 * spacing**2)
    right = (1 - 2 * a) * profile
    right[1:] += a * profile[:-1]
    right[:-1] += a * profile[1:]
    bands = np.empty((3, depth.size))
    bands[0], bands[1], bands[2] = -a, 1 + 2 * a, -a
    profile = solve_banded((1, 1), bands, right)

diffusivity_peak = prefactor * math.exp(-x)


def gaussian_after(hold):
    """Exact profile after an isothermal hold at the peak temperature."""
    variance = sigma_start**2 + 2 * diffusivity_peak * hold
    return np.exp(-depth**2 / (2 * variance)) / math.sqrt(2 * math.pi * variance)


error_full = np.max(np.abs(profile - gaussian_after(time_full))) / profile.max()
error_linear = np.max(np.abs(profile - gaussian_after(time_linear))) / profile.max()
assert error_full < 1e-3      # grid and time-step error
assert error_linear > 3e-3    # the linearised time is distinguishable
variance_numeric = np.sum(depth**2 * profile) / np.sum(profile)
added_variance = 2 * diffusivity_peak * time_full
assert abs((variance_numeric - sigma_start**2) / added_variance - 1) < 1e-3

print(f"Activation energy: {energy:.1f} eV")
print(f"Peak temperature: {peak:.0f} K")
print(f"Start and end temperature: {start:.0f} K")
print(f"Heating rate: {heating:.0f} K/s")
print(f"Cooling rate: {cooling:.0f} K/s")
print(f"Boltzmann constant: {K_B:.6e} eV/K")
print(f"k Tp: {K_B * peak:.5f} eV")
print(f"x = Ea/(k Tp): {x:.3f} (no unit)")
print(f"Sum of inverse rates: {rate_sum:.4f} s/K")
print(f"Linearised width: {width_linear:.2f} K")
print(f"Full width: {width_full:.2f} K")
print(f"Linearised equivalent time: {time_linear:.4f} s")
print(f"Full equivalent time, formula: {time_full:.4f} s")
print(f"Full equivalent time, quadrature: {time_numeric:.4f} s")
print(f"Excess of linearised time: {100 * (time_linear / time_full - 1):.1f} %")
print(f"Series term 2/x: {2 / x:.5f} (no unit)")
print(f"Series term 6/x^2: {6 / x**2:.5f} (no unit)")
print(f"Series term 24/x^3: {24 / x**3:.5f} (no unit)")
for n, value in enumerate(partial_times):
    print(f"Time from series with {n + 1} term(s): {value:.4f} s")
print(f"Heating part: {time_up:.4f} s")
print(f"Cooling part: {time_down:.4f} s")
print(f"Share from top {top_range:.0f} K: {100 * top_share:.1f} %")
print(f"D(start)/D(peak): {suppression:.2e} (no unit)")
print(f"Soak length at start temperature: {soak:.0f} s")
print(f"Equivalent peak time of soak: {soak_time:.2e} s")
print(f"Model prefactor D0: {prefactor:.1e} nm^2/s")
print(f"Diffusivity at peak: {diffusivity_peak:.3f} nm^2/s")
print(f"Initial standard deviation: {sigma_start:.1f} nm")
print(f"Added variance, formula: {added_variance:.3f} nm^2")
print(f"Added variance, simulation: {variance_numeric - sigma_start**2:.3f} nm^2")
print(f"Final standard deviation: {math.sqrt(variance_numeric):.3f} nm")
print(f"Profile error with full time: {100 * error_full:.3f} % of maximum")
print(f"Profile error with linearised time: {100 * error_linear:.3f} % of maximum")
print("every check passed")
```

Running it gives:

```
Activation energy: 3.5 eV
Peak temperature: 1323 K
Start and end temperature: 873 K
Heating rate: 250 K/s
Cooling rate: 100 K/s
Boltzmann constant: 8.617333e-05 eV/K
k Tp: 0.11401 eV
x = Ea/(k Tp): 30.700 (no unit)
Sum of inverse rates: 0.0140 s/K
Linearised width: 43.09 K
Full width: 40.53 K
Linearised equivalent time: 0.6033 s
Full equivalent time, formula: 0.5674 s
Full equivalent time, quadrature: 0.5674 s
Excess of linearised time: 6.3 %
Series term 2/x: 0.06515 (no unit)
Series term 6/x^2: 0.00637 (no unit)
Series term 24/x^3: 0.00083 (no unit)
Time from series with 1 term(s): 0.6033 s
Time from series with 2 term(s): 0.5640 s
Time from series with 3 term(s): 0.5679 s
Time from series with 4 term(s): 0.5674 s
Heating part: 0.1621 s
Cooling part: 0.4053 s
Share from top 100 K: 93.0 %
D(start)/D(peak): 1.34e-07 (no unit)
Soak length at start temperature: 10 s
Equivalent peak time of soak: 1.34e-06 s
Model prefactor D0: 1.0e+14 nm^2/s
Diffusivity at peak: 4.648 nm^2/s
Initial standard deviation: 5.0 nm
Added variance, formula: 5.275 nm^2
Added variance, simulation: 5.275 nm^2
Final standard deviation: 5.502 nm
Profile error with full time: 0.005 % of maximum
Profile error with linearised time: 0.551 % of maximum
every check passed
```
